# Certified tunnel splitting of a two-site hydrogen model from parity: test program

```python
# Result under test: a symmetric two-site hydrogen model with one oscillator,
#   H = -J sx + w n + g sz (a + a^dagger),
# splits by parity p = +1, -1 into tridiagonal matrices with diagonal
# w n - p J (-1)^n and off-diagonal g sqrt(n+1). The tunnel splitting is the
# lowest energy for p=-1 minus that for p=+1, and a certified interval for it
# follows from the last component of each truncated eigenvector.
# J: bare tunnel element; w: oscillator quantum; g: coupling; S = (g/w)^2;
# N: highest phonon number kept. Energies in eV and lengths in angstrom,
# except in dimensionless tests, where w = 1.
import math
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq


def sector(N, w, g, J, p):
    n = np.arange(N + 1)
    diagonal = w * n - p * J * (-1.0) ** n
    return eigh_tridiagonal(diagonal, g * np.sqrt(n[1:]), lapack_driver="stev")


def splitting(N, w, g, J):
    return sector(N, w, g, J, -1)[0][0] - sector(N, w, g, J, 1)[0][0]


def kinetic_grid(count, spacing, hbar2_over_mass):
    """Kinetic energy in a basis of sinc functions on a uniform grid."""
    i = np.arange(count)
    d = i[:, None] - i[None, :]
    safe = np.where(d == 0, 1, d)
    t = np.where(d == 0, np.pi**2 / 6, (-1.0) ** d / safe**2)
    return hbar2_over_mass * t / spacing**2


def position_sum(N):
    off = np.sqrt(np.arange(1, N + 1))
    return np.diag(off, 1) + np.diag(off, -1)


# Proton in a quartic double well: the source of J
ev_A2 = const.hbar**2 / const.e * 1e20
proton_scale = ev_A2 / const.m_p
barrier, half_distance = 0.24, 0.5


def double_well(count):
    x = np.linspace(-1.3, 1.3, count)
    potential = barrier * ((x / half_distance) ** 2 - 1) ** 2
    h = kinetic_grid(count, x[1] - x[0], proton_scale) + np.diag(potential)
    energy, state = np.linalg.eigh(h)
    return energy, state.T @ (x[:, None] * state)


well_energy, well_x = double_well(66)
finer_energy, _ = double_well(92)
assert np.allclose(well_energy[:4], finer_energy[:4], atol=1e-9, rtol=0)
J = (well_energy[1] - well_energy[0]) / 2
x01 = abs(well_x[0, 1])

w, g = 0.020, 0.014
S = (g / w) ** 2
N_ref = 40
reference = {p: sector(N_ref, w, g, J, p) for p in (1, -1)}
delta = reference[-1][0][0] - reference[1][0][0]
first_order = 2 * J * math.exp(-2 * S)

# Full product basis: spectrum, conserved parity, parity of the ground state
sx = np.array([[0.0, 1.0], [1.0, 0.0]])
sz = np.diag([1.0, -1.0])
n = np.arange(N_ref + 1)
one = np.eye(N_ref + 1)
H = (-J * np.kron(sx, one) + w * np.kron(np.eye(2), np.diag(n))
     + g * np.kron(sz, position_sum(N_ref)))
parity = np.kron(sx, np.diag((-1.0) ** n))
assert np.max(np.abs(H @ parity - parity @ H)) < 1e-14
full_energy, full_state = np.linalg.eigh(H)
both = np.sort(np.concatenate([reference[1][0], reference[-1][0]]))
assert np.allclose(full_energy, both, atol=1e-12, rtol=0)
ground = full_state[:, 0]
assert abs(ground @ parity @ ground - 1) < 1e-9

# Coordinate grid: independent of the phonon basis
q = np.linspace(-9, 9, 91)
osc = kinetic_grid(91, q[1] - q[0], 1.0) + np.diag(q**2 / 2 - 0.5)
H_grid = (w * np.kron(np.eye(2), osc) - J * np.kron(sx, np.eye(91))
          + g * math.sqrt(2) * np.kron(sz, np.diag(q)))
grid_energy, grid_state = np.linalg.eigh(H_grid)
grid_delta = grid_energy[1] - grid_energy[0]
assert abs(grid_delta - delta) < 1e-10
positive = grid_state[:, 0] * np.sign(grid_state[:, 0].sum())
assert positive.min() > -1e-8

# Overlap of displaced oscillator ground states by quadrature
shift = math.sqrt(2 * S)
overlap = quad(lambda y: math.exp(-((y - shift)**2 + (y + shift)**2) / 2)
               / math.sqrt(math.pi), -12, 12, epsabs=1e-13)[0]
assert abs(overlap - math.exp(-2 * S)) < 1e-10

# Weak tunnelling: cubic correction to the splitting, quadratic mean shift
S_test = 0.25
deviation = [splitting(40, 1, 0.5, j) - 2 * j * math.exp(-2 * S_test)
             for j in (0.04, 0.02)]
assert abs(deviation[0] / deviation[1] - 8) < 0.3
j = 0.02
mean = sum(sector(40, 1, 0.5, j, p)[0][0] for p in (1, -1)) / 2
series = sum((4 * S_test)**m / (m * math.factorial(m)) for m in range(1, 30))
predicted = -S_test - j**2 * math.exp(-4 * S_test) * series
assert abs(mean - predicted) < 2e-6
excited = reference[-1][0][1] - reference[1][0][1]
excited_formula = -first_order * (1 - 4 * S)
assert abs(excited / excited_formula - 1) < 0.02

# Truncation identity, certified bounds and the factorial error law
beta = w - g**2 / w - J
assert min(reference[p][0][1] for p in (1, -1)) >= beta
rows, errors = [], {}
for N in range(1, 10):
    lowest, bound = {}, {}
    for p in (1, -1):
        energy, state = sector(N, w, g, J, p)
        v, lowest[p] = state[:, 0], energy[0]
        exact = reference[p][1][:, 0]
        assert lowest[p] < beta
        bound[p] = g**2 * (N + 1) * v[-1]**2 / (beta - lowest[p])
        error = lowest[p] - reference[p][0][0]
        assert -5e-15 <= error <= bound[p] + 5e-15
        identity = (-g * math.sqrt(N + 1) * v[-1] * exact[N + 1]
                    / (exact[:N + 1] @ v))
        assert abs(error - identity) < 5e-15 + 1e-6 * abs(error)
        errors[N, p] = error
    value = lowest[-1] - lowest[1]
    low, high = value - bound[-1], value + bound[1]
    assert low - 1e-14 <= grid_delta + 1e-10 and grid_delta - 1e-10 <= high
    rows.append((N, value, low, high))
law = w * math.exp(-S) * S**9 / math.factorial(8)
for p in (1, -1):
    assert 0.7 < errors[8, p] / law < 1.25
    assert abs(errors[8, p] / errors[7, p] * 8 / S - 1) < 0.10

# High precision is needed when the splitting is exponentially small
mp.mp.dps = 60


def precise_ground(N, s, j, p):
    d = [mp.mpf(k) - p * mp.mpf(j) * (-1)**k for k in range(N + 1)]
    e = [mp.sqrt(mp.mpf(s) * k) for k in range(1, N + 1)]
    start = sector(N, 1.0, math.sqrt(s), j, p)[1][:, 0]
    v = [mp.mpf(float(c)) for c in start]

    def quotient(u):
        top = sum(d[k] * u[k]**2 for k in range(N + 1))
        top += 2 * sum(e[k] * u[k] * u[k + 1] for k in range(N))
        return top / sum(c * c for c in u)

    rho = quotient(v)
    pivot, y = [d[0] - rho], [v[0]]
    for k in range(1, N + 1):
        f = e[k - 1] / pivot[-1]
        pivot.append(d[k] - rho - f * e[k - 1])
        y.append(v[k] - f * y[-1])
    u = [mp.mpf(0)] * (N + 1)
    u[N] = y[N] / pivot[N]
    for k in range(N - 1, -1, -1):
        u[k] = (y[k] - e[k] * u[k + 1]) / pivot[k]
    return quotient(u)


def precise_splitting(N, s):
    return precise_ground(N, s, J / w, -1) - precise_ground(N, s, J / w, 1)


assert abs(float(precise_splitting(40, S)) * w - delta) < 1e-14
cutoffs = []
for s in (S, 2.0, 6.0, 20.0, 40.0):
    limit = precise_splitting(int(6 * s) + 40, s)
    top = int(4.5 * s) + 14
    N = top
    while N >= 1 and abs(precise_splitting(N, s) / limit - 1) < 0.01:
        N -= 1
    assert N < top
    ratio = float(limit / (2 * J / w * mp.exp(-2 * mp.mpf(s))))
    cutoffs.append((s, N + 1, float(limit) * w, ratio))
slope = (cutoffs[-1][1] - cutoffs[-2][1]) / 20
slope_theory = brentq(lambda x: x * (math.log(x) - 1) - 1, 2, 6)
assert abs(slope - slope_theory) < 0.25


# Higher hydrogen levels with the same linear coupling
def many_level_gap(levels, N):
    h = np.kron(np.diag(well_energy[:levels]), np.eye(N + 1))
    h += w * np.kron(np.eye(levels), np.diag(np.arange(N + 1)))
    h += g * np.kron(well_x[:levels, :levels] / x01, position_sum(N))
    energy = np.linalg.eigvalsh(h)
    return energy[1] - energy[0]


assert abs(many_level_gap(2, 30) - delta) < 1e-11
many = many_level_gap(14, 40)
assert abs(many_level_gap(10, 30) / many - 1) < 1e-3

# Site asymmetry, checked in the full product basis
asymmetry = 1e-4
site = np.kron(sz, one)
z = abs(full_state[:, 0] @ site @ full_state[:, 1])
biased = np.linalg.eigvalsh(H + asymmetry / 2 * site)
biased_gap = biased[1] - biased[0]
assert abs(biased_gap / math.hypot(delta, asymmetry * z) - 1) < 1e-3

# Electron estimate: overlap exponent integrated over a continuum of modes
K = 0.05
electron = delta
for _ in range(60):
    exponent = quad(lambda y: K, math.log(electron), math.log(w))[0]
    electron = delta * math.exp(-exponent)
assert abs(electron / (delta * (delta / w) ** (K / (1 - K))) - 1) < 1e-9

kB = const.k / const.e
sc_mass_u = 44.956
displacement = shift * math.sqrt(ev_A2 / (sc_mass_u * const.atomic_mass) / w)

print(f"site distance: {2 * half_distance:.2f} angstrom")
print(f"barrier: {barrier:.3f} eV")
print(f"oscillator quantum w: {w:.3f} eV")
print(f"coupling g: {g:.3f} eV")
print(f"S = (g/w)^2: {S:.4f} (no unit)")
print(f"bare tunnel element J: {J:.6e} eV")
print(f"bare splitting 2J: {2 * J:.6e} eV")
print(f"J/w: {J / w:.5f} (no unit)")
print(f"position matrix element x01: {x01:.4f} angstrom")
print(f"third well level above lowest: {well_energy[2]-well_energy[0]:.4f} eV")
print(f"oscillator mass (one Sc atom): {sc_mass_u:.3f} u")
print(f"lattice displacement from centre: {displacement:.4f} angstrom")
print(f"overlap factor exp(-2S): {overlap:.6f} (no unit)")
print(f"first-order splitting: {first_order:.8e} eV")
print(f"ground energy, p=+1: {reference[1][0][0]:.10f} eV")
print(f"ground energy, p=-1: {reference[-1][0][0]:.10f} eV")
print(f"converged splitting: {delta:.8e} eV")
print(f"splitting from coordinate grid: {grid_delta:.8e} eV")
print(f"splitting / Boltzmann constant: {delta / kB:.3f} K")
print(f"lower bound beta on second level: {beta:.8f} eV")
for N, value, low, high in rows:
    print(f"N={N}: splitting {value:.8e}, interval "
          f"[{low:.8e}, {high:.8e}] eV")
print(f"sector error N=8, p=+1: {errors[8, 1]:.3e} eV")
print(f"sector error N=8, p=-1: {errors[8, -1]:.3e} eV")
print(f"factorial error law N=8: {law:.3e} eV")
for s, N, value, ratio in cutoffs:
    print(f"S={s:.2f}: N for 1% = {N}, splitting {value:.4e} eV, "
          f"ratio to first order {ratio:.5f}")
print(f"cutoff slope, S=20 to 40: {slope:.3f} (no unit)")
print(f"asymptotic cutoff slope: {slope_theory:.4f} (no unit)")
print(f"first excited pair splitting: {excited:.6e} eV")
print(f"its first-order formula: {excited_formula:.6e} eV")
print(f"splitting with 14 hydrogen levels: {many:.6e} eV")
print(f"relative change from higher levels: {100*(many/delta-1):.2f} %")
print(f"site asymmetry: {asymmetry:.1e} eV")
print(f"gap with site asymmetry: {biased_gap:.6e} eV")
print(f"rough electron coupling K: {K:.2f} (no unit)")
print(f"splitting with electron estimate: {electron:.4e} eV")
for T in (10, 300):
    print(f"T={T} K: kT {kB*T:.4e} eV, doublet population difference "
          f"{math.tanh(delta/(2*kB*T)):.5f}, "
          f"phonon excited fraction {math.exp(-w/(kB*T)):.3e}")
print("finished without a failed check")
```

Printed output:

```
site distance: 1.00 angstrom
barrier: 0.240 eV
oscillator quantum w: 0.020 eV
coupling g: 0.014 eV
S = (g/w)^2: 0.4900 (no unit)
bare tunnel element J: 4.294236e-04 eV
bare splitting 2J: 8.588471e-04 eV
J/w: 0.02147 (no unit)
position matrix element x01: 0.4581 angstrom
third well level above lowest: 0.1320 eV
oscillator mass (one Sc atom): 44.956 u
lattice displacement from centre: 0.0675 angstrom
overlap factor exp(-2S): 0.375311 (no unit)
first-order splitting: 3.22334855e-04 eV
ground energy, p=+1: -0.0099657536 eV
ground energy, p=-1: -0.0096434867 eV
converged splitting: 3.22266834e-04 eV
splitting from coordinate grid: 3.22266834e-04 eV
splitting / Boltzmann constant: 3.740 K
lower bound beta on second level: 0.00977058 eV
N=1: splitting 4.99091792e-04, interval [-4.60501993e-03, 5.07920888e-03] eV
N=2: splitting 3.63336483e-04, interval [-1.13336552e-03, 1.75694005e-03] eV
N=3: splitting 3.30230019e-04, interval [-2.28321168e-05, 6.49216955e-04] eV
N=4: splitting 3.23373228e-04, interval [2.64687789e-04, 3.76895894e-04] eV
N=5: splitting 3.22388421e-04, interval [3.14975577e-04, 3.28995123e-04] eV
N=6: splitting 3.22277472e-04, interval [3.21545666e-04, 3.22934114e-04] eV
N=7: splitting 3.22267628e-04, interval [3.22207003e-04, 3.22321135e-04] eV
N=8: splitting 3.22266885e-04, interval [3.22262637e-04, 3.22270654e-04] eV
N=9: splitting 3.22266837e-04, interval [3.22266574e-04, 3.22267067e-04] eV
sector error N=8, p=+1: 4.391e-10 eV
sector error N=8, p=-1: 4.899e-10 eV
factorial error law N=8: 4.948e-10 eV
S=0.49: N for 1% = 4, splitting 3.2227e-04 eV, ratio to first order 0.99979
S=2.00: N for 1% = 8, splitting 1.5732e-05 eV, ratio to first order 1.00013
S=6.00: N for 1% = 18, splitting 5.2773e-09 eV, ratio to first order 1.00007
S=20.00: N for 1% = 67, splitting 3.6488e-21 eV, ratio to first order 1.00003
S=40.00: N for 1% = 139, splitting 1.5501e-38 eV, ratio to first order 1.00002
cutoff slope, S=20 to 40: 3.600 (no unit)
asymptotic cutoff slope: 3.5911 (no unit)
first excited pair splitting: 3.094980e-04 eV
its first-order formula: 3.094415e-04 eV
splitting with 14 hydrogen levels: 3.024609e-04 eV
relative change from higher levels: -6.15 %
site asymmetry: 1.0e-04 eV
gap with site asymmetry: 3.374153e-04 eV
rough electron coupling K: 0.05 (no unit)
splitting with electron estimate: 2.5933e-04 eV
T=10 K: kT 8.6173e-04 eV, doublet population difference 0.18484, phonon excited fraction 8.326e-11
T=300 K: kT 2.5852e-02 eV, doublet population difference 0.00623, phonon excited fraction 4.613e-01
finished without a failed check
```
